# Film Thickness for Greatest Curvature in an Equal-Modulus Bilayer, part 2

A film of thickness $h_f$ is bonded on top of a substrate of thickness $h_s$, with $h=h_f+h_s$ and $\eta=h_f/h_s$. We seek the $h_f$ that gives the greatest curvature $\kappa$ at fixed $h_s$ and misfit. The free film would be shorter than the substrate by the uniform strain $\varepsilon>0$. Height $z$ is measured upward from the mid-plane, and $r$ from the centre. Positive $\kappa$ means raised edges; tension is positive. Units are µm, MPa and K.

The biaxial modulus is $M=E/(1-\nu)$, with Young's modulus $E$ and Poisson ratio $\nu$. It is $M_f$ in the film and $M_s$ in the substrate, $n=M_f/M_s$, and $M(z)$ is its value at height $z$. The layers are elastic, no outside forces act, and deflections are small. Lines perpendicular to the mid-plane are assumed to stay so, giving the strain $e_0-\kappa z$, where $e_0$ is the mid-plane strain. Stress is modulus times strain in the substrate, and modulus times (strain plus $\varepsilon$) in the film.

Part I gave, for equal moduli:

**Lemma 2.**
$$\kappa=\frac{6\varepsilon h_fh_s}{(h_f+h_s)^3}.$$

**Theorem 1.** The maximum lies at
$$h_f=\frac{h_s}{2},\qquad\text{and there}\qquad \kappa_{\max}=\frac{8\varepsilon}{9h_s}.$$

**Lemma 3.** The film stress at its free face and at the interface is
$$\sigma_{\rm top}=M\varepsilon\frac{h_s(h_s-2h_f)}{h^2},\qquad
\sigma_{\rm int}=M\varepsilon\frac{h_s(h_s^2-h_fh_s+4h_f^2)}{h^3}.$$
At the maximum, the substrate stresses divided by $M\varepsilon$ are $-\frac59$ at the interface and $\frac13$ at the bottom.

**Remarks.** The thin-film Stoney form is
$$\kappa_{\rm St}=\frac{6\varepsilon h_f}{h_s^2}.$$
If $h$ is fixed instead, the maximum is at $h_f=h/2$.

**Theorem 2 (unequal moduli).** At fixed $\varepsilon$, $h_s$ and $n$, the curvature has one maximum. Its position and height satisfy
$$n\eta^2(3+2\eta)=1,\qquad \kappa h_s=\frac{2\varepsilon}{1+2\eta+n\eta^2}.$$
The maximum lies at $\eta=1/2$ if and only if $n=1$.

Step 1 of the proof showed that $\kappa\to0$ for $h_f\to0$ and $h_f\to\infty$, so the smooth positive function $\kappa(h_f)$ has a maximum between them. The proof continues here.

**Step 2: at a stationary point the free face has no stress.** Define the neutral height $z_N$ by $\int M(z)(z-z_N)\,dz=0$, and the bending stiffness by $S=\int M(z)(z-z_N)^2dz$. Add a top layer of thickness $\delta h$ with the film's misfit. It carries the stress $\sigma_{\rm top}$ and lies at a distance $d>0$ above the neutral height. The plate's strain changes by $\delta c-\delta\kappa(z-z_N)$. In the balance of moments about $z_N$, the term with $\delta c$ vanishes by the definition of $z_N$. This leaves
$$-S\,\delta\kappa+\sigma_{\rm top}\,d\,\delta h=0,\qquad\text{so}\qquad \frac{d\kappa}{dh_f}=\frac{\sigma_{\rm top}d}{S}.$$
Since $d$ and $S$ are positive, the curvature is stationary where $\sigma_{\rm top}=0$ and nowhere else.

**Step 3: the thickness at which this happens.** Measure the depth $s$ downward from the free face. If the stress there is zero, the strain there is $-\varepsilon$, and at depth $s$ it is $-\varepsilon+\kappa s$. The film stress is therefore $M_f\kappa s$, and the substrate stress is $M_s(-\varepsilon+\kappa s)$. Zero total force requires
$$\frac{M_f\kappa h_f^2}{2}+M_s\left[-\varepsilon h_s+\frac{\kappa(h^2-h_f^2)}{2}\right]=0 .$$
With $h^2-h_f^2=h_s^2(1+2\eta)$, division by $M_sh_s$ gives
$$\varepsilon=\frac{\kappa h_s}{2}\left(1+2\eta+n\eta^2\right),$$
which is the stated height. Zero total moment about the free face requires
$$\frac{M_f\kappa h_f^3}{3}+M_s\left[-\frac{\varepsilon(h^2-h_f^2)}{2}+\frac{\kappa(h^3-h_f^3)}{3}\right]=0 .$$
With $h^3-h_f^3=h_s^3(1+3\eta+3\eta^2)$, division by $M_sh_s^2$ gives
$$\frac{\kappa h_s}{3}\left(n\eta^3+1+3\eta+3\eta^2\right)=\frac{\varepsilon}{2}(1+2\eta).$$
Insert $\varepsilon$ from the force balance, divide by $\kappa h_s$ and multiply by 12:
$$4\left(n\eta^3+1+3\eta+3\eta^2\right)=3(1+2\eta)\left(1+2\eta+n\eta^2\right).$$
The right side expands to $3+12\eta+12\eta^2+3n\eta^2+6n\eta^3$. Subtracting the common terms leaves
$$1=3n\eta^2+2n\eta^3=n\eta^2(3+2\eta).$$
The right side increases from zero without limit, so it equals one at a single $\eta$. There can be no other stationary point, and step 1 shows that a maximum exists; it must be this one. Setting $\eta=1/2$ gives $n\cdot\frac14\cdot4=n$, which proves the last claim. ∎

For nearly equal moduli, take the logarithm of the condition and differentiate:
$$\frac{dn}{n}=-\left(2+\frac{2\eta}{3+2\eta}\right)\frac{d\eta}{\eta}=-\frac94\frac{d\eta}{\eta}\quad\text{at}\quad\eta=\frac12 .$$
A film that is 10 % stiffer than the substrate thus has an optimum thickness about 4 % below $h_s/2$.

### Proposition 2: the limit of small deflection

A flat disc cannot become a spherical cap without stretching. This extra stiffness was neglected above.

**Statement.** Let both layers have the same $E$ and $\nu$, let the disc have radius $a$, and let $\kappa_0$ be the curvature from Part I. If the disc is assumed to remain a spherical cap, minimizing its energy gives
$$\kappa+\frac{(1-\nu)a^4}{16h^2}\kappa^3=\kappa_0 .$$

**Proof.** Let $u(r)$ be the radial displacement of the mid-plane, measured from its uniformly strained state. The slope is $\kappa r$, so the stretching strains are
$$e_r=u'+\tfrac12\kappa^2r^2,\qquad e_\theta=\frac ur .$$
Since $u=re_\theta$, eliminating $u$ gives $e_r-e_\theta-re_\theta'=\kappa^2r^2/2$. In-plane equilibrium requires $s_\theta=(rs_r)'$ for the stresses averaged over the thickness, and $s_r$ must vanish at the rim. Try
$$s_r=A(a^2-r^2),\qquad s_\theta=A(a^2-3r^2).$$
The elastic law $Ee_r=s_r-\nu s_\theta$, $Ee_\theta=s_\theta-\nu s_r$ gives
$$e_r-e_\theta=\frac{2(1+\nu)Ar^2}{E},\qquad re_\theta'=\frac{(-6+2\nu)Ar^2}{E}.$$
Their difference is $8Ar^2/E$. It equals $\kappa^2r^2/2$ if $A=E\kappa^2/16$, so the trial stresses satisfy all conditions.

With $t=r^2/a^2$, the stretching energy is
$$U_m=\frac{\pi ha^6A^2}{2E}\int_0^1\left[(1-t)^2+(1-3t)^2-2\nu(1-t)(1-3t)\right]dt .$$
The three integrals are $1/3$, $1$ and $0$. Hence
$$U_m=\frac{\pi ha^6A^2}{2E}\cdot\frac43=\frac{\pi Eh\kappa^4a^6}{384}.$$
If the curvature differs from $\kappa_0$, the added bending strain is $-(\kappa-\kappa_0)z$ in both directions. Its energy per volume is $M$ times the strain squared, so
$$U_b=\pi a^2\frac{Mh^3}{12}(\kappa-\kappa_0)^2 .$$
There are no mixed terms. The misfit stresses have no total force or moment, and the stretching strain is even in $z$ while the bending strain is odd. Setting the derivative of $U_m+U_b$ to zero gives
$$\frac{\pi Eha^6\kappa^3}{96}+\frac{\pi a^2Mh^3}{6}(\kappa-\kappa_0)=0 .$$
Division by $\pi a^2Mh^3/6$, with $E=M(1-\nu)$, gives the statement. ∎

The relative correction is small if $(1-\nu)(a^2\kappa/h)^2/16\ll1$. The calculation admits spherical caps alone, and so cannot tell whether a strongly bent disc would prefer another shape, such as part of a cylinder.

### Worked example: thick copper on a thinned silicon die

The parameters are rough typical values. The silicon is $h_s=40$ µm thick, and the die is treated as a disc of radius $a=2.0$ mm. Both materials are given $M=180$ GPa and $\nu=0.3$. Copper contracts more than silicon by 14 ppm/K, and the plate is cooled by 30 K from a stress-free state. Thus
$$\varepsilon=14\times10^{-6}\times30=4.20\times10^{-4}.$$
The theorem puts the greatest curvature at $h_f=20$ µm, where
$$\kappa=\frac{8\times4.20\times10^{-4}}{9\times40\ \text{µm}}=9.33\times10^{-6}\ \text{µm}^{-1}=9.33\ \text{m}^{-1}.$$
The radius of curvature is 107 mm. The rise from centre to edge is $\kappa a^2/2=18.7$ µm.

The next list compares three film thicknesses at fixed misfit and substrate thickness:

- $h_f=10$ µm: $\kappa=8.06$ m⁻¹; the Stoney form gives 15.8 m⁻¹;
- $h_f=20$ µm: $\kappa=9.33$ m⁻¹; the Stoney form gives 31.5 m⁻¹;
- $h_f=40$ µm: $\kappa=7.88$ m⁻¹; the Stoney form gives 63.0 m⁻¹.

Halving or doubling the optimum film thickness lowers the curvature by 14 % or 16 % of its maximum. With the total thickness fixed at 60 µm instead, a numerical search finds the maximum at 30 µm, as the remark in Part I requires.

The stress scale is $M\varepsilon=75.6$ MPa. At the optimum the copper stress falls from $4/9$ of this, 33.6 MPa, at the interface to zero at the free face. The silicon stress runs from $-42.0$ MPa at the interface to $25.2$ MPa at the bottom.

**Tests of the plate theory.** The elastic energy was minimized over linear strain profiles without using the formula of Lemma 2. The search over film thickness gave 20.000 µm, with $\kappa h_s/\varepsilon=0.8889$, in agreement with $8/9$. The assumption about perpendicular lines was tested by solving three-dimensional elasticity for the disc with finite elements. For the three films listed above, the curvature of the inner half of the disc agrees with plate theory to the four digits computed. At the optimum, the edge zone changes the rise of the bottom face from centre to rim by $-0.013$ % relative to $\kappa a^2/2$; this figure includes the slight change of thickness near the rim. This small effect on bow does not make the edge harmless: plate theory does not give the local stresses where the interface meets the rim, and these matter for peeling.

### Size of the neglected effects

**Copper texture.** The stiffness of a copper crystal depends on direction. Rough biaxial moduli are 115 GPa for a film with (100) planes parallel to the surface and 260 GPa for one with (111) planes. With silicon kept at 180 GPa, Theorem 2 gives

- (100): $n=0.64$, optimum film 24.4 µm, curvature 8.55 m⁻¹;
- (111): $n=1.44$, optimum film 17.0 µm, curvature 9.96 m⁻¹.

Relative to the equal-modulus maximum, the curvature changes by $-8$ % and $+7$ %.

**Yielding.** Take 100 MPa as a rough yield stress of the copper. In the equal-modulus model no film, whatever its thickness, carries more than $M\varepsilon=75.6$ MPa. To see this, write the stresses of Lemma 3 as
$$\frac{\sigma_{\rm int}}{M\varepsilon}=\frac{1-\eta+4\eta^2}{(1+\eta)^3},\qquad \frac{\sigma_{\rm top}}{M\varepsilon}=\frac{1-2\eta}{(1+\eta)^2}.$$
The first is positive. It is below one because its denominator exceeds its numerator by $\eta(4-\eta+\eta^2)>0$. The second has magnitude below one because $|1-2\eta|<(1+\eta)^2$ for $\eta>0$. The stress is linear between the two faces, so the bound holds throughout the film away from the rim, and there the whole comparison at 30 K is elastic.

Stress grows in proportion to cooling. Very thin films reach yield after about $30\times100/75.6\approx40$ K, whereas the small-deflection formulas put the 20 µm film at yield after 89 K. The stretching treated next adds tension at the centre of the disc, so this film begins to yield earlier. For an axisymmetric disc free to choose its profile, yield comes after a little over 70 K, and at 30 K the peak film stress is about 37 MPa instead of 33.6 MPa. At 50 K, for instance, the optimum film is still elastic but very thin films are not, if one yield stress is assumed for every thickness. Real copper films thinner than about a micrometre are usually much stronger than thick ones, so this order of yielding belongs to the model.

**Stretching of the cap.** Here $a^2\kappa_0/h=0.62$. For a disc that stays a spherical cap, Proposition 2 lowers the curvature from 9.33 to 9.18 m⁻¹, or by 1.6 %, and moves the best film thickness from 20.0 to 20.3 µm. An axisymmetric disc free to choose its profile flattens most at the centre, where the drop of curvature is roughly twice as large as in the cap model; at the rim its radial curvature even rises slightly. For such a disc the centre curvature drops by about 3.6 % and the rise from centre to rim by about 2.4 %; the rise is greatest for a film of about 20.5 µm. The correction also depends on the assumed $\nu=0.3$. In the plane of (100) silicon the ratio $E/M=1-\nu$ varies with direction from about 0.72 to 0.94, and the upper value would raise the cap figure from 1.6 % to about 2.1 %. The cap model thus gives the order of size of the effect, not its exact value. The direction of the shift in the best thickness follows from the factor $1/h^2$. Write $\beta=(1-\nu)a^4/16$ and differentiate $\kappa+\beta\kappa^3/h^2=\kappa_0$ at $h_f=h_s/2$, where $d\kappa_0/dh_f=0$:
$$\left(1+\frac{3\beta\kappa^2}{h^2}\right)\frac{d\kappa}{dh_f}=\frac{2\beta\kappa^3}{h^3}>0 .$$
The curvature is still rising at the old optimum.

**Gravity.** A curvature scale for sagging is the weight per area times $a^2$, divided by $Mh^3/12$. With rough densities of 8900 kg/m³ for copper and 2330 kg/m³ for silicon, it is 0.003 m⁻¹, which is negligible beside 9.33 m⁻¹.

### The model beside real dies

Thinned power dies a few tens of micrometres thick, with copper layers of order 10 µm, are a real case in which the film is not thin compared with the substrate. The thicknesses and expansion difference used here are in that range. The cooling of 30 K is not typical of a whole manufacturing process, in which temperature changes can exceed 100 K; it was chosen to keep the copper elastic in the equal-modulus model. A very thin film with (111) texture would carry about 109 MPa even then, slightly above the assumed yield stress. If the copper were still elastic at 89 K, the small-deflection formula would give about 28 m⁻¹ for the 20 µm film. Proposition 2 lowers this to about 25 m⁻¹ for a spherical cap, and the centre of a disc free to choose its shape would be flatter still. Once the copper yields, the misfit is no longer uniform, and neither this curvature law nor the factor one half can be relied on. In the example with 30 K of cooling, texture is the largest of the effects sized above, and it moves the optimum between about 17 and 24 µm. Real dies are also rectangular and carry patterned layers, which the disc model leaves out.

Size matters as well. For an unsupported wafer of radius 100 mm with the same layers, $a^2\kappa_0/h\approx1600$. The small-deflection formula then fails completely, although it serves for the 2 mm disc.

For a designer who wants little bow, a copper thickness near half the silicon thickness is the least favourable choice if the misfit and silicon thickness are fixed, the moduli are nearly equal, the copper stays elastic and the die is small in the sense of Proposition 2. Less bow does not imply less stress. For $h_f=h_s$, Lemma 3 gives an interface stress of $M\varepsilon/2$ in the film, above the $4M\varepsilon/9$ found at the thickness of greatest curvature. The computed values are collected in the numerical output.

## Computed results

```
INPUTS (rough typical values)
substrate thickness: 40 um
disc radius: 2.0 mm
common biaxial modulus: 180 GPa
Poisson ratio: 0.3
expansion difference: 14 ppm/K
cooling: 30 K
misfit strain: 4.20e-04
OPTIMUM
film thickness found by numerical search: 20.000 um
curvature: 9.333 1/m
radius of curvature: 107.1 mm
bow, centre to edge: 18.67 um
kappa*hs/eps: 0.8889
best film, total thickness fixed at 60 um: 30.000 um
CURVATURE AT OTHER FILM THICKNESSES (plate; 3D elasticity; Stoney)
hf = 10 um: 8.064; 8.064; 15.750 1/m
hf = 20 um: 9.333; 9.333; 31.500 1/m
hf = 40 um: 7.875; 7.875; 63.000 1/m
Stoney / plate at optimum: 3.375
STRESSES AT OPTIMUM
modulus times misfit: 75.6 MPa
film free face, magnitude: 0.00 MPa
film at interface: 33.6 MPa
substrate at interface: -42.0 MPa
substrate bottom: 25.2 MPa
NEGLECTED EFFECTS
copper (100) texture, modulus 115 GPa: n = 0.639, best film 24.37 um, curvature 8.553 1/m
copper (111) texture, modulus 260 GPa: n = 1.444, best film 16.97 um, curvature 9.961 1/m
rough copper yield stress: 100 MPa
largest film stress, thicknesses scanned: 72.7 MPa
cooling that brings optimum film to yield: 89.3 K
curvature with cap stretching: 9.183 1/m
change from cap stretching: -1.61 %
best film with cap stretching: 20.32 um
change of bow from edge zone: -0.013 %
gravity curvature scale: 0.0033 1/m
```
